# Why semilocal functionals split the p0 and p+1 states of boron: verification in Python

```python
# Result under test: for boron 1s2 2s2 2p1 the determinants with 2p(m=0) and
# 2p(m=+1) have equal energy with exact exchange, because
#   E_H(p+1)-E_H(p0) = -(3/50) F2   and   E_x(p+1)-E_x(p0) = +(3/50) F2,
# whereas semilocal functionals leave a splitting E(p+1)-E(p0).
# F0, F2: Slater integrals of the 2p radial function; D: density matrix;
# rho: spin density; tau = sum |grad psi|^2; j = Im sum psi* grad psi.
# The exchange hole has curvature lap(rho)-2(tau-|grad rho|^2/4rho-j^2/rho).
# Atomic units inside; splittings are printed in kcal/mol.
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, scf, dft

KCAL = constants.physical_constants['Hartree energy'][0] * constants.N_A / 4184.0

# ---------- basis, common orbitals ----------
exponents = {0: set(), 1: set(), 2: set()}
for shell in gto.basis.load('aug-cc-pvtz', 'B'):
    if shell[0] in exponents:
        exponents[shell[0]].update(row[0] for row in shell[1:])


def boron(lmax):
    basis = [[l, [e, 1.0]] for l in range(lmax + 1)
             for e in sorted(exponents[l], reverse=True)]
    return gto.M(atom='B 0 0 0', basis={'B': basis}, spin=1, verbose=0)


def p_indices(mol, axis):
    return [i for i, t in enumerate(mol.ao_labels(fmt=None))
            if t[2].endswith('p') and t[3] == axis]


mol = boron(1)
hf = scf.ROHF(mol)
hf.conv_tol = 1e-11
hf.kernel()
assert hf.converged
overlap = mol.intor('int1e_ovlp')
h_core = hf.get_hcore()
eri = mol.intor('int2e', aosym='s1')
p_axes = [p_indices(mol, a) for a in 'xyz']
s_orbitals = hf.mo_coeff[:, hf.mo_occ == 2]
open_orbital = hf.mo_coeff[:, hf.mo_occ == 1][:, 0]
singular, radial_vectors = np.linalg.svd(
    np.array([open_orbital[idx] for idx in p_axes]), full_matrices=False)[1:]
assert singular[1] < 1e-3 * singular[0]      # one radial function times a direction
radial = radial_vectors[0]


def p_orbital(direction):
    c = np.zeros(mol.nao, dtype=complex)
    for idx, d in zip(p_axes, direction):
        c[idx] = d * radial
    return c / np.sqrt((c.conj() @ overlap @ c).real)


def spin_up(direction):
    return np.column_stack([s_orbitals, p_orbital(direction)])


def density_matrix(c):
    return c @ c.conj().T


up0 = spin_up([0, 0, 1])
up1 = spin_up(np.array([-1, -1j, 0]) / np.sqrt(2))
D0, D1 = density_matrix(up0), density_matrix(up1)
D_down = density_matrix(s_orbitals)


def energy_parts(Da, Db):
    total = Da + Db
    one = np.einsum('pq,qp->', h_core, total).real
    coulomb = np.einsum('pqrs,sr->pq', eri, total)
    hartree = 0.5 * np.einsum('pq,qp->', coulomb, total).real
    exchange = 0.0
    for D in (Da, Db):
        K = np.einsum('prsq,rs->pq', eri, D)
        exchange -= 0.5 * np.einsum('pq,qp->', K, D).real
    return np.array([one, hartree, exchange])


parts0, parts1 = energy_parts(D0, D_down), energy_parts(D1, D_down)
parts_real = energy_parts(D1.real, D_down)
assert abs(parts0.sum() - hf.e_tot) < 1e-7
assert abs(parts1.sum() - parts0.sum()) < 1e-9

# ---------- Slater integrals by radial quadrature ----------
u = np.linspace(np.log(1e-5), np.log(60.0), 20001)
r = np.exp(u)
z_axis = np.column_stack([0 * r, 0 * r, r])
R = (mol.eval_gto('GTOval_sph', z_axis) @ up0[:, -1]).real * np.sqrt(4 * np.pi / 3)
P2 = (r * R) ** 2
assert abs(trapezoid(P2 * r, u) - 1) < 1e-7


def slater(k):
    inner = cumulative_trapezoid(P2 * r ** (k + 1), u, initial=0)
    return 2 * trapezoid(P2 * r ** (-k) * inner, u)


F0, F2 = slater(0), slater(2)
dH, dX = parts1[1] - parts0[1], parts1[2] - parts0[2]
assert abs(dH + 3 * F2 / 50) < 1e-6
assert abs(dX - 3 * F2 / 50) < 1e-6
loss = parts_real.sum() - parts1.sum()
assert abs(loss - (F0 - F2 / 5) / 4) < 1e-6

# ---------- semilocal functionals on the common orbitals ----------
grids = dft.gen_grid.Grids(mol)
grids.atom_grid = (80, 590)
grids.prune = None
grids.build()
numint = dft.numint.NumInt()


def semilocal(code, Da):
    return numint.nr_uks(mol, grids, code, np.array([Da.real, D_down.real]))[1]


functionals = {'LDA': ('lda,', 'lda,vwn'), 'PBE': ('pbe,', 'pbe,pbe'),
               'BLYP': ('b88,', 'b88,lyp'), 'TPSS': ('tpss,', 'tpss,tpss')}
frozen, frozen_energy = {}, {}
for name, (x_code, xc_code) in functionals.items():
    split_x = dH + semilocal(x_code, D1) - semilocal(x_code, D0)
    e0 = parts0[:2].sum() + semilocal(xc_code, D0)
    e1 = parts1[:2].sum() + semilocal(xc_code, D1)
    frozen[name] = (split_x * KCAL, (e1 - e0) * KCAL)
    frozen_energy[name] = (e0, e1)

tilted = density_matrix(spin_up(np.array([1, 2, 3]) / np.sqrt(14)))
e_tilted = energy_parts(tilted, D_down)[:2].sum() + semilocal('pbe,pbe', tilted)
rotation_error = abs(e_tilted - frozen_energy['PBE'][0]) * KCAL
assert rotation_error < 0.02
assert abs(frozen['PBE'][1]) > 5 * rotation_error

# ---------- exchange-hole curvature and the current term ----------


def local_fields(points, c):
    ao = dft.numint.eval_ao(mol, points, deriv=2)
    psi = ao[0] @ c
    grad = np.array([ao[k] @ c for k in (1, 2, 3)])
    lap_psi = (ao[4] + ao[7] + ao[9]) @ c
    rho = np.maximum(np.sum(abs(psi) ** 2, axis=1), 1e-300)
    tau = np.sum(abs(grad) ** 2, axis=(0, 2))
    flow = np.sum(psi.conj() * grad, axis=2)     # half gradient of rho + i j
    lap = 2 * np.sum(psi.conj() * lap_psi, axis=1).real + 2 * tau
    without_j = tau - np.sum(flow.real ** 2, axis=0) / rho
    return rho, lap, without_j, np.sum(flow.imag ** 2, axis=0) / rho


center = np.array([1.5, 0.5, 0.6])
step = 1e-3
points = np.vstack([center, center + step * np.eye(3), center - step * np.eye(3)])
values = mol.eval_gto('GTOval_sph', points) @ up1
hole = abs(values @ values[0].conj()) ** 2 / np.sum(abs(values[0]) ** 2)
curvature_fd = (hole[1:].sum() - 6 * hole[0]) / step ** 2
_, lap_c, D_c, j_c = [f[0] for f in local_fields(center[None, :], up1)]
curvature = lap_c - 2 * (D_c - j_c)
curvature_no_j = lap_c - 2 * D_c
assert abs(curvature_fd - curvature) < 1e-3 * 2 * j_c


def becke_roussel(rho, hole_curvature):
    # potential of a normalized exponential hole with given value and curvature
    target = (hole_curvature / 6) / (2 / 3 * np.pi ** (2 / 3) * rho ** (5 / 3))
    low, high = np.full_like(rho, 1e-12), np.full_like(rho, 200.0)
    for _ in range(70):
        x = 0.5 * (low + high)
        below = (x - 2) / x * np.exp(2 * x / 3) < target
        low, high = np.where(below, x, low), np.where(below, high, x)
    b = x * np.exp(-x / 3) / (8 * np.pi * rho) ** (1 / 3)
    return -(-np.expm1(-x) - 0.5 * x * np.exp(-x)) / b


rh = np.exp(np.linspace(np.log(1e-5), np.log(18.0), 6001))
rho_h = np.exp(-2 * rh) / np.pi
u_h = becke_roussel(rho_h, rho_h * (4 - 4 / rh))
ex_h = 0.5 * trapezoid(4 * np.pi * rh ** 3 * rho_h * u_h, np.log(rh))
assert abs(ex_h + 5 / 16) < 1e-5


def br_exchange(c):
    rho, lap, Dx, j2 = local_fields(grids.coords, c)
    keep = rho > 1e-12
    rho, lap, Dx, j2 = rho[keep], lap[keep], Dx[keep], j2[keep]
    w = grids.weights[keep]
    return [0.5 * np.sum(w * rho * becke_roussel(rho, lap - 2 * (Dx - s * j2)))
            for s in (0, 1)]


br0, br1 = br_exchange(up0), br_exchange(up1)   # spin-down part is common
assert abs(br0[1] - br0[0]) < 1e-10
assert br1[1] < br1[0]
br_split = [(dH + br1[k] - br0[k]) * KCAL for k in (0, 1)]

# ---------- self-consistent orbitals with d functions ----------
full = boron(2)
sp_index = [i for i, t in enumerate(full.ao_labels(fmt=None)) if t[2][-1] in 'sp']
p_all = sum((p_indices(full, a) for a in 'xyz'), [])


def relaxed_energy(code, axes, start):
    target = sum((p_indices(full, a) for a in axes), [])
    mf = dft.UKS(full)
    mf.xc = code
    mf.grids.atom_grid = (60, 302)
    mf.grids.prune = None
    mf.conv_tol = 1e-8
    mf.max_cycle = 60

    def occupations(mo_energy=None, mo_coeff=None):
        occ = np.zeros((2, full.nao))
        for spin in (0, 1):
            weight = np.asarray(mo_coeff[spin]) ** 2
            weight = weight / weight.sum(axis=0)
            even = np.where(weight[p_all].sum(axis=0) < 0.5)[0]
            occ[spin, even[:2]] = 1
            if spin == 0:
                chosen = np.where(weight[target].sum(axis=0) > 0.5)[0]
                occ[0, chosen[:len(axes)]] = 1 / len(axes)
        mf.mo_occ = occ
        return occ

    mf.get_occ = occupations
    guess = np.zeros((2, full.nao, full.nao))
    guess[0][np.ix_(sp_index, sp_index)] = start.real
    guess[1][np.ix_(sp_index, sp_index)] = D_down.real
    energy = mf.kernel(guess)
    assert mf.converged
    return energy


relaxed = {}
for name in ('LDA', 'PBE', 'TPSS'):
    code = functionals[name][1]
    relaxed[name] = (relaxed_energy(code, 'z', D0), relaxed_energy(code, 'xy', D1))
    for state in (0, 1):
        assert relaxed[name][state] < frozen_energy[name][state] + 1e-5

# ---------- output ----------
print(f'conversion: 1 hartree = {KCAL:.4f} kcal/mol')
print(f'basis functions: s,p set {mol.nao}; s,p,d set {full.nao}')
print(f'determinant energy p0  = {parts0.sum():.8f} hartree')
print(f'determinant energy p+1 = {parts1.sum():.8f} hartree')
print(f'F0(2p,2p) = {F0:.6f} hartree')
print(f'F2(2p,2p) = {F2:.6f} hartree')
print('All splittings below are (p+1) minus (p0)')
print(f'Hartree difference        = {dH * KCAL:.4f} kcal/mol')
print(f'exact-exchange difference = {dX * KCAL:.4f} kcal/mol')
print(f'energy rise if Im D is dropped in exact exchange = {loss * KCAL:.2f} kcal/mol')
print('Common orbitals, total splitting:')
for name, (sx, sxc) in frozen.items():
    print(f'  {name}: exchange only {sx:.3f}, with correlation {sxc:.3f} kcal/mol')
print(f'PBE change on tilting a real p orbital = {rotation_error:.5f} kcal/mol')
print('Exchange-hole curvature at (1.5, 0.5, 0.6) bohr, p+1, spin up:')
print(f'  finite difference  = {curvature_fd:.7f} bohr^-5')
print(f'  formula with j     = {curvature:.7f} bohr^-5')
print(f'  formula without j  = {curvature_no_j:.7f} bohr^-5')
print(f'Becke-Roussel exchange of hydrogen = {ex_h:.6f} hartree')
print(f'Becke-Roussel splitting without j = {br_split[0]:.3f} kcal/mol')
print(f'Becke-Roussel splitting with j    = {br_split[1]:.3f} kcal/mol')
print('Self-consistent orbitals, s,p,d basis:')
for name, (e0, e1) in relaxed.items():
    print(f'  {name}: E(p0) = {e0:.6f}, E(p+1) = {e1:.6f} hartree')
    print(f'  {name}: splitting = {(e1 - e0) * KCAL:.3f} kcal/mol')
print('tests ok')
```

Output:

```
conversion: 1 hartree = 627.5095 kcal/mol
basis functions: s,p set 29; s,p,d set 44
determinant energy p0  = -24.52814047 hartree
determinant energy p+1 = -24.52814047 hartree
F0(2p,2p) = 0.417122 hartree
F2(2p,2p) = 0.189452 hartree
All splittings below are (p+1) minus (p0)
Hartree difference        = -7.1330 kcal/mol
exact-exchange difference = 7.1330 kcal/mol
energy rise if Im D is dropped in exact exchange = 59.49 kcal/mol
Common orbitals, total splitting:
  LDA: exchange only 1.048, with correlation 0.577 kcal/mol
  PBE: exchange only 3.354, with correlation 2.228 kcal/mol
  BLYP: exchange only 3.721, with correlation 2.830 kcal/mol
  TPSS: exchange only 7.146, with correlation 5.813 kcal/mol
PBE change on tilting a real p orbital = 0.00000 kcal/mol
Exchange-hole curvature at (1.5, 0.5, 0.6) bohr, p+1, spin up:
  finite difference  = -0.0230965 bohr^-5
  formula with j     = -0.0230965 bohr^-5
  formula without j  = -0.0292104 bohr^-5
Becke-Roussel exchange of hydrogen = -0.312500 hartree
Becke-Roussel splitting without j = 5.069 kcal/mol
Becke-Roussel splitting with j    = -0.037 kcal/mol
Self-consistent orbitals, s,p,d basis:
  LDA: E(p0) = -24.355059, E(p+1) = -24.353519 hartree
  LDA: splitting = 0.966 kcal/mol
  PBE: E(p0) = -24.611081, E(p+1) = -24.606510 hartree
  PBE: splitting = 2.869 kcal/mol
  TPSS: E(p0) = -24.668021, E(p+1) = -24.657458 hartree
  TPSS: splitting = 6.629 kcal/mol
tests ok
```
